\section*{Pulse Time and Write Error in Spin-Torque Switching}

\section*{The question}

The free layer of a magnetic memory cell is treated as a single domain of fixed moment $M$ and direction $\mathbf m$, with $|\mathbf m|=1$. Its energy is
\begin{equation}
E=-E_b m_z^2,\qquad E_b=\tfrac12 MB ,
\end{equation}
where $B$ is the effective perpendicular anisotropy field, demagnetization included. The layer starts in thermal equilibrium near $\mathbf m=+\hat{\mathbf z}$. A rectangular current pulse, spin-polarized along the axis, drives it towards $-\hat{\mathbf z}$:
\begin{equation}
\dot{\mathbf m}=-\gamma Bm_z\,\mathbf m\times\hat{\mathbf z}
+a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z})
+\alpha\,\mathbf m\times\dot{\mathbf m}.
\label{llg}
\end{equation}
The torque strength $a$ is proportional to the current and does not depend on angle. It is set to $i$ times the smallest value that destabilizes the initial state, with $i>1$. The temperature $T$ is constant, the current adds no noise of its own, and $\Delta=E_b/k_BT\gg1$. A write error means $m_z>0$ at the end of the pulse.

The algebra uses atomic units, in which $\gamma=|g|/2$ with the free-electron $g$. Numerical energies are in eV, lengths in angstrom, fields in tesla and times in nanoseconds.

\section*{Part (a): threshold}

\textbf{Question.} Derive the noise-free equation of motion for $u=m_z$ and find the threshold torque.

\textbf{Answer.} Equation (\ref{llg}) contains $\dot{\mathbf m}$ on both sides. Call its first two terms $\mathbf T$, so that $\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m}$. The length of $\mathbf m$ is fixed, hence $\mathbf m\cdot\dot{\mathbf m}=0$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Taking the cross product of the equation with $\mathbf m$ gives
\begin{equation}
\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m},
\qquad\text{so}\qquad
(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T .
\end{equation}
Two identities are needed:
\begin{equation}
\mathbf m\times(\mathbf m\times\hat{\mathbf z})=u\mathbf m-\hat{\mathbf z},
\qquad
\mathbf m\times[\mathbf m\times(\mathbf m\times\hat{\mathbf z})]=-\mathbf m\times\hat{\mathbf z}.
\end{equation}
They give $\mathbf m\times\mathbf T=-\gamma Bu(u\mathbf m-\hat{\mathbf z})-a\,\mathbf m\times\hat{\mathbf z}$. The $z$ component of $\mathbf m\times\hat{\mathbf z}$ is zero, and that of $u\mathbf m-\hat{\mathbf z}$ is $u^2-1$. Therefore
\begin{equation}
(1+\alpha^2)\dot u=a(u^2-1)-\alpha\gamma Bu(u^2-1)
=(\alpha\gamma Bu-a)(1-u^2).
\end{equation}
Precession has dropped out because the problem is symmetric about the axis.

Put $u=1-x$ with $x\ll1$. Then $1-u^2\simeq2x$ and
\begin{equation}
(1+\alpha^2)\dot x\simeq2(a-\alpha\gamma B)x .
\end{equation}
A small deviation grows when $a>a_c=\alpha\gamma B$. The threshold is the point where the torque cancels the damping. With $a=ia_c$ and
\begin{equation}
\Gamma=\frac{\alpha\gamma B}{1+\alpha^2},\qquad s=\Gamma t,
\end{equation}
the equation of motion becomes
\begin{equation}
\frac{du}{ds}=-(i-u)(1-u^2).
\label{drift}
\end{equation}
For $i>1$ the right side is negative everywhere between the poles, so the noise-free motion runs all the way to $u=-1$. It is slow near $u=1$, and a magnetization exactly at the pole feels no torque. This is the origin of write errors.

\section*{Part (b): noise-free switching time}

\textbf{Question.} Find the time to reach the equator from $u_0=1-x_0$, and its form for small $x_0$.

\textbf{Answer.} From (\ref{drift}), $s=\int_0^{u_0}du/[(i-u)(1-u)(1+u)]$. Evaluating the regular factors at each pole of the integrand gives the partial fractions
\begin{equation}
\frac1{(i-u)(1-u)(1+u)}=
-\frac{1}{(i^2-1)(i-u)}+\frac{1}{2(i-1)(1-u)}+\frac{1}{2(i+1)(1+u)} .
\end{equation}
Since $\int_0^{u_0}du/(i-u)=-\ln[(i-u_0)/i]$, integration yields
\begin{equation}
s=\frac{1}{i^2-1}\ln\frac{i-1+x_0}{i}
-\frac{\ln x_0}{2(i-1)}+\frac{\ln(2-x_0)}{2(i+1)} .
\end{equation}
For $x_0$ much smaller than both $1$ and $i-1$, drop it beside $i-1$ and $2$, then multiply by $2(i-1)$:
\begin{equation}
2(i-1)s=-\ln x_0+\frac{2}{i+1}\ln\frac{i-1}{i}+\frac{i-1}{i+1}\ln2 .
\end{equation}
Equivalently,
\begin{equation}
x_0=Ke^{-2(i-1)s},\qquad
K=\left(\frac{i-1}{i}\right)^{2/(i+1)}2^{(i-1)/(i+1)} .
\label{capture}
\end{equation}
Without noise, a pulse of length $s$ fails for every start closer to the pole than this $x_0$. At $i=2$, $K=2^{-1/3}=0.794$. Direct integration of the vector equation (\ref{llg}) was used to test the threshold and the crossing time.

\section*{Part (c): thermal spreading}

\textbf{Question.} Include thermal noise and find the distribution of $x$ near the pole during the pulse.

\textbf{Answer.} Let $p(u,s)$ be the probability density in $u$. Thermal torques are taken to produce isotropic diffusion on the sphere. For a density independent of azimuth, the spherical Laplacian is $\partial_u[(1-u^2)\partial_up]$. Adding the drift (\ref{drift}) gives
\begin{equation}
\partial_sp=\partial_u\{(1-u^2)[(i-u)p+D\,\partial_up]\}.
\end{equation}
The constant $D$ follows from equilibrium. At $i=0$ the probability current must vanish, so $D\,\partial_up=up$ and $p\propto e^{u^2/2D}$. The Boltzmann law is $p\propto e^{\Delta u^2}$, hence $D=1/(2\Delta)$. A current without noise of its own leaves $D$ unchanged:
\begin{equation}
\partial_sp=\partial_u\left\{(1-u^2)\left[(i-u)p+\frac{1}{2\Delta}\partial_up\right]\right\}.
\label{fp}
\end{equation}

Near the pole, $1-u^2\simeq2x$, $i-u\simeq i-1$ and $\partial_u=-\partial_x$, so
\begin{equation}
\partial_sp=-\partial_x[2(i-1)xp]+\frac1\Delta\partial_x(x\,\partial_xp).
\label{pole}
\end{equation}
The initial density is $e^{\Delta(1-x)^2}\propto e^{-2\Delta x}$ to leading order, an exponential of mean $1/(2\Delta)$. Try $p=e^{-x/w(s)}/w(s)$, for which $\partial_xp=-p/w$. The left side of (\ref{pole}) is
\begin{equation}
\partial_sp=w'\left(\frac{x}{w^2}-\frac1w\right)p ,
\end{equation}
and the right side is
\begin{equation}
2(i-1)\left(\frac xw-1\right)p+\frac1\Delta\left(\frac{x}{w^2}-\frac1w\right)p
=\left[2(i-1)w+\frac1\Delta\right]\left(\frac{x}{w^2}-\frac1w\right)p .
\end{equation}
The density therefore stays exponential, with
\begin{equation}
w'=2(i-1)w+\frac1\Delta,\qquad w(0)=\frac1{2\Delta}.
\end{equation}
The sum $w+1/[2\Delta(i-1)]$ grows as $e^{2(i-1)s}$ from the initial value $i/[2\Delta(i-1)]$, so
\begin{equation}
w(s)=\frac{i\,e^{2(i-1)s}-1}{2\Delta(i-1)} .
\label{width}
\end{equation}
As $i\to1$ this becomes $(1+2s)/(2\Delta)$. At threshold the linear drift vanishes, and the distribution at first spreads by diffusion alone, linearly in time. This holds only while typical values of $x$ are well below $1/\sqrt\Delta$. Beyond that the drift $2x^2$, neglected in (\ref{pole}), takes over.

\section*{Part (d): write error}

\textbf{Question.} Obtain the write error for a long pulse. How does noise during the pulse change it?

\textbf{Answer.} Choose an intermediate $x_m$ that is small beside both $1$ and $i-1$, so that the drift below it is linear, but large beside $1/[\Delta(i-1)]$, so that drift outweighs diffusion above it. Near threshold such a choice exists only if $\Delta(i-1)^2\gg1$. Below $x_m$ the linear description (\ref{width}) holds. Above it, noise is a small disturbance of the drift, and (\ref{capture}) gives the remaining time to the equator, $s_m=\ln(K/x_m)/[2(i-1)]$. An error occurs if $x<x_m$ at the time $s-s_m$. For an exponential distribution this probability is
\begin{equation}
P=1-\exp\left[-\frac{x_m}{w(s-s_m)}\right].
\end{equation}
For a long pulse the $-1$ in (\ref{width}) can be dropped. With $e^{-2(i-1)s_m}=x_m/K$,
\begin{equation}
w(s-s_m)\simeq\frac{i}{2\Delta(i-1)}\,\frac{x_m}{K}\,e^{2(i-1)s}.
\end{equation}
The arbitrary $x_m$ cancels, as it must:
\begin{equation}
P\simeq1-\exp\left[-Ae^{-2(i-1)s}\right],\qquad A=\frac{2\Delta(i-1)K}{i}.
\label{wer}
\end{equation}
When $P\ll1$, expanding the outer exponential gives the tail $P\simeq Ae^{-2(i-1)s}$.

If only the starting angle were random, the error would be the initial probability of $x_0<Ke^{-2(i-1)s}$, whose tail is $2\Delta Ke^{-2(i-1)s}$. Noise during the pulse multiplies this by $(i-1)/i$, because it moves magnetizations away from the pole where the torque vanishes. At a given error it shortens the pulse by
\begin{equation}
\delta s=\frac{1}{2(i-1)}\ln\frac{i}{i-1},
\end{equation}
but at this order it leaves the exponential rate unchanged.

\section*{Part (e): the cost of a decade}

\textbf{Question.} For $i=2$, $\alpha=0.01$ and $B=0.3$ T, show that in the low-error tail a tenfold lower write error costs about 2.2 ns of extra pulse time. What happens at other overdrives?

\textbf{Answer.} Let the pulse grow from $t$ to $t+t_{10}$ at fixed current. The prefactor $A$ cancels in the ratio of errors, so $e^{-2(i-1)\Gamma t_{10}}=1/10$ and
\begin{equation}
t_{10}=\frac{\ln10}{2(i-1)\Gamma}
=\frac{(1+\alpha^2)\ln10}{2(i-1)\alpha\gamma B}.
\label{decade}
\end{equation}
In atomic units $\gamma=1.00116$ and the field is $1.27631\times10^{-6}$. Thus
\begin{equation}
\Gamma=\frac{0.01\times1.00116\times1.27631\times10^{-6}}{1.0001}
=1.27767\times10^{-8},
\end{equation}
\begin{equation}
t_{10}=\frac{2.3026}{2\times1.27767\times10^{-8}}
=9.01\times10^{7}\ \text{a.u.}=2.18\ \text{ns}.
\end{equation}
This is the required 2.2 ns. The barrier and the temperature do not enter at this order. At the same order, doubling $\Delta$ at fixed $B$ doubles $A$ and lengthens every pulse in the tail by $\ln2/(2\Gamma)=0.66$ ns, but the next decade costs the same. For the step from $\Delta=60$ to $120$ the full equation (\ref{fp}) gives 0.68 ns at an error of $10^{-3}$ and 0.71 ns at $10^{-6}$, because the rate also changes slightly, as part (f) shows.

The restriction to the tail matters. Inverting (\ref{wer}) gives $2(i-1)s=\ln\{A/[-\ln(1-P)]\}$. Between $P=0.5$ and $P=0.05$ the argument changes by $0.693/0.0513=13.5$ rather than 10, and this formula gives a cost of about 2.5 ns; the full equation at $\Delta=60$ gives 2.4 ns.

Since $t_{10}\propto1/(i-1)$, the leading cost is 4.4 ns at $i=1.5$ and 1.1 ns at $i=3$. At $\Delta=60$ the full equation gives 4.18 and 1.09 ns. The extra charge per decade scales as $i/(i-1)$ and falls steadily with overdrive. For a fixed resistance, the extra Joule heat scales as $h(i)=i^2/(i-1)$, with
\begin{equation}
h'(i)=\frac{2i(i-1)-i^2}{(i-1)^2}=\frac{i(i-2)}{(i-1)^2}.
\end{equation}
The derivative changes from negative to positive at $i=2$. To leading order in $1/\Delta$, twice threshold therefore minimizes the heat spent on each further decade. At $\Delta=60$ the minimum moves to $i\simeq1.95$ and is less than 0.1\% deeper. This concerns the increment, not the heat of the whole pulse.

\section*{Part (f): finite barrier}

\textbf{Question.} Find the first correction in $1/\Delta$ to the decay rate, and say where the result fails.

\textbf{Answer.} Late in the pulse the surviving density decays with a fixed shape, $p\propto e^{-\lambda s}$. To find $\lambda$, keep one more order in $x$ in (\ref{fp}). The outward drift is
\begin{equation}
(i-1+x)(2x-x^2)=kx+(3-i)x^2+O(x^3),\qquad k=2(i-1).
\end{equation}
For $\Delta\to\infty$ the operator $-\partial_x(kx\,\cdot)$ multiplies $x^n$ by $-k(n+1)$. The slowest mode has $n=0$, a density that is flat near the pole. For large finite $\Delta$ take $p=1+cx+\dots$ and require
\begin{equation}
-\lambda p=-\partial_x\{[kx+(3-i)x^2]p\}
+\frac1\Delta\partial_x\left[\left(x-\frac{x^2}{2}\right)\partial_xp\right].
\end{equation}
The terms independent of $x$ give
\begin{equation}
-\lambda=-k+\frac c\Delta .
\end{equation}
The terms linear in $x$ give, at leading order,
\begin{equation}
-kc=-2(3-i)-2kc,\qquad\text{so}\qquad c=-\frac{2(3-i)}{k}=-\frac{3-i}{i-1}.
\end{equation}
An $x^2$ term in $p$ changes $c$ by order $1/\Delta$, and so changes $\lambda$ by order $1/\Delta^2$. Hence
\begin{equation}
\lambda=2(i-1)+\frac{3-i}{(i-1)\Delta}+O(\Delta^{-2}).
\label{rate}
\end{equation}
At $i=2$, $\lambda=2+1/\Delta$. For $\Delta=60$ this is 2.0167, and the rate computed from the discretized equation (\ref{fp}) is 2.0159. The cost per decade falls from 2.18 to 2.16 ns, a reduction of 0.8\% relative to the leading value. Equation (\ref{rate}) was also tested at $i=1.75$, 2 and 3 with $\Delta=400$.

The relative correction, $(3-i)/[2(i-1)^2\Delta]$, must be small. Close to threshold it is not: at $i=1.1$ and $\Delta=60$ it is 1.6, and the expansion is useless. There is also a floor at extremely low error. The stationary solution of (\ref{fp}) is $p\propto e^{\Delta(u^2-2iu)}$, whose density at the equator is $e^{-(2i+1)\Delta}$ times that at $u=-1$. For $i=2$ and $\Delta=60$ this factor is $e^{-300}$, far below any error considered here. The model also leaves out non-uniform reversal, a tilted spin polarization and an angle-dependent torque. Each changes the equation of motion itself, and its effect is not estimated here.

\section*{Part (g): a worked cell}

\textbf{Question.} Take $E_b=1.5$ eV, $k_BT=0.025$ eV, a moment density of 0.1 Bohr magneton per cubic angstrom and a thickness of 15 angstrom, with the other values as in part (e). Find the disc diameter and the pulse lengths for errors from $10^{-3}$ to $10^{-6}$. Does it matter that errors are counted at the end of the pulse?

\textbf{Answer.} The barrier ratio is $\Delta=1.5/0.025=60$. The moment is $M=2E_b/B$. The precession quantum $\gamma B$ is $3.4771\times10^{-5}$ eV, and a Bohr magneton is $\frac12$ in atomic units, so its energy in the field is $\gamma B/(2\gamma)=1.7365\times10^{-5}$ eV. The moment in Bohr magnetons is then $3/(1.7365\times10^{-5})=1.728\times10^5$. Dividing by the moment density gives a volume of $1.728\times10^6$ cubic angstrom, and
\begin{equation}
d=\sqrt{\frac{4\times1.728\times10^6}{15\pi}}\simeq383\ \text{angstrom}.
\end{equation}

In a disc of this size, a current of twice threshold may also drive non-uniform modes unstable, depending on the exchange stiffness. An estimate that keeps exchange alone puts the threshold of the lowest such mode at $i\simeq1.7$ for a stiffness of 10 pJ/m and $i\simeq2.0$ for 15 pJ/m; at 5 pJ/m a domain wall across the disc would cost about 1.2 eV, less than $E_b$. The cell lies at the edge of the single-domain regime. The pulse lengths below are therefore results of the single-domain model, not predictions for a particular device.

For these pulse lengths, $A=60\times0.7937=47.6$ and $1/\Gamma=1.893$ ns. At $P=10^{-6}$,
\begin{equation}
t=\frac{1.893}{2}\ln\frac{47.6}{10^{-6}}=16.7\ \text{ns}.
\end{equation}
The other errors follow in the same way. The last column comes from numerical evolution of (\ref{fp}) over the whole range of $u$.

\begin{center}
\begin{tabular}{ccc}
Error & Formula (ns) & Full equation (ns)\\
$10^{-3}$ & 10.20 & 10.14\\
$10^{-4}$ & 12.38 & 12.30\\
$10^{-5}$ & 14.56 & 14.46\\
$10^{-6}$ & 16.73 & 16.63
\end{tabular}
\end{center}

Before rounding, the formula is too long by 0.057 ns at $10^{-3}$ and by 0.109 ns at $10^{-6}$. The gap widens by about 0.02 ns per decade, which is the difference between 2.18 and 2.16 ns found in part (f). The rest of the gap does not depend on the error. In the tail the pulse length is $\ln(A'/P)/(\lambda\Gamma)$, where $A'$ is the prefactor at finite barrier, so this constant part combines the effect of the changed rate on $\ln A$ with the difference between $A'$ and $A$. That difference has not been derived here.

With a random starting angle but no noise during the pulse, an error of $10^{-6}$ needs 17.38 ns. Noise thus saves 0.76 ns in the full solution, against the leading estimate $\ln2/(2\Gamma)=0.66$ ns from part (d).

After the pulse the layer relaxes at $i=0$, and magnetizations near the equator may fall either way. In the tail the surviving density has a fixed shape, so relaxation multiplies the error by a factor independent of pulse length. That factor is 1.002 for pulses of both $s=6$ and $s=8$, or 11.4 and 15.1 ns. Counting errors at the end of the pulse therefore changes them by 0.2\% here and leaves the cost per decade as it was. The numerical output prints further digits, but its mesh makes the full-equation pulse lengths too short by 0.003 to 0.004 ns; the table and the gaps quoted above are converged values.

\section*{Calculated quantities}
\begin{verbatim}
damping alpha = 0.01
anisotropy field = 0.3 T
overdrive i = 2.0
barrier = 1.5 eV
thermal energy = 0.025 eV
barrier ratio delta = 60.0
moment density = 0.1 Bohr magneton/A^3
thickness = 15.0 angstrom
total moment = 1.7276e+05 Bohr magneton
volume = 1.7276e+06 angstrom^3
disc diameter = 382.9 angstrom
gamma = 1.001160 a.u.
field = 1.27631e-06 a.u.
precession quantum = 3.4771e-05 eV
rate G = 1.27767e-08 a.u.
time unit 1/G = 1.8932 ns
cost per decade, leading = 2.1796 ns
cost per decade, leading = 9.0109e+07 a.u.
reduced decay rate, first order = 2.01667
reduced decay rate, numerical = 2.01589
cost per decade, first order = 2.1616 ns
cost per decade, full 1e-5 to 1e-6 = 2.1624 ns
capture constant K = 0.79370
tail prefactor = 47.622
pulse for error 1e-03: formula 10.195 ns, full 10.135 ns
pulse for error 1e-04: formula 12.375 ns, full 12.298 ns
pulse for error 1e-05: formula 14.555 ns, full 14.460 ns
pulse for error 1e-06: formula 16.735 ns, full 16.622 ns
pulse for 1e-6, start angle only = 17.383 ns
time saved by pulse noise, formula = 0.656 ns
time saved by pulse noise, full = 0.760 ns
post-pulse error factor, s=6: 1.0022
post-pulse error factor, s=8: 1.0022
\end{verbatim}
